\section*{The embedding potential and the conditions on the frozen density, part 3}

Subsystem $A$, with density $\rho_A$ of $N_A$ electrons, is embedded in a frozen density $\rho_B\ge0$. Hartree atomic units are used. The energy $E[\rho]$ of the total density $\rho=\rho_A+\rho_B$ has its minimum $E_0$ at a unique $\rho_0$ and is unchanged under
\begin{equation}
\rho_A\to\rho_A+\eta,\qquad \rho_B\to\rho_B-\eta ,
\label{eq:transfer}
\end{equation}
Let $v_A$, $v_B$ be the nuclear potentials, $J$ the Hartree energy, $v_H=\delta J/\delta\rho$, $v_{xc}=\delta E_{xc}/\delta\rho$ and $X^{\rm nad}=X[\rho_A+\rho_B]-X[\rho_A]-X[\rho_B]$. With $E_A[\rho_A]=T_s[\rho_A]+\int v_A\rho_A+J[\rho_A]+E_{xc}[\rho_A]$, and likewise $E_B$,
\begin{align}
E[\rho_A+\rho_B]={}&E_A[\rho_A]+E_B[\rho_B]+\int v_A\rho_B+\int\big(v_B+v_H[\rho_B]\big)\rho_A\nonumber\\
&+E_{xc}^{\rm nad}[\rho_A,\rho_B]+T_s^{\rm nad}[\rho_A,\rho_B].
\label{eq:split}
\end{align}
$T_s[\rho]$ is the minimum of the kinetic energy $T[\{\phi_i\}]$ over orthonormal spin orbitals of density $\rho$, and
\begin{equation}
T[\{\phi_i\}]\ \ge\ \int\frac{|\nabla\rho|^2}{8\rho}=\frac12\int|\nabla\sqrt\rho|^2\equiv T_W[\rho],
\label{eq:vW}
\end{equation}
The orbitals of $A$ obey
\begin{equation}
\big(-\tfrac12\nabla^2+v_A+v_H[\rho_A]+v_{xc}[\rho_A]+v_{\rm emb}\big)\phi_i=\varepsilon_i\phi_i,
\label{eq:KSCED}
\end{equation}
\begin{align}
v_{\rm emb}&=v_{es}+v_{xc}^{\rm nad}+v_t^{\rm nad},\label{eq:vemb}\\
v_{es}&=v_B+v_H[\rho_B],\nonumber\\
v_{xc}^{\rm nad}&=v_{xc}[\rho_A+\rho_B]-v_{xc}[\rho_A],\nonumber\\
v_t^{\rm nad}&=\frac{\delta T_s}{\delta\rho}\bigg|_{\rho_A+\rho_B}-\frac{\delta T_s}{\delta\rho}\bigg|_{\rho_A}.\nonumber
\end{align}
If $v_s[\rho]$ denotes the potential with noninteracting ground-state density $\rho$,
\begin{equation}
v_t^{\rm nad}=v_s[\rho_A]-v_s[\rho_A+\rho_B]+{\rm const}.
\label{eq:vtexact}
\end{equation}
The Thomas-Fermi functional $T_{TF}=C_F\int\rho^{5/3}$, $C_F=2.871234$, gives
\begin{equation}
v_t^{\rm nad,TF}=\tfrac53C_F\big[(\rho_A+\rho_B)^{2/3}-\rho_A^{2/3}\big]\ \ge0 ,
\label{eq:TF}
\end{equation}
With exact $T_s$, $E_{\rm FDE}=\inf_{\rho_A}E[\rho_A+\rho_B]$ satisfies
\begin{equation}
E_{\rm FDE}\ge E_0 .
\label{eq:bound}
\end{equation}
A minimizer can reach $E_0$ only if
\begin{equation}
\rho_B(\mathbf r)\le\rho_0(\mathbf r)\quad\text{almost everywhere.}
\label{eq:cond}
\end{equation}
For any functional, with $(f)_+=\max(f,0)$,
\begin{equation}
\int|\rho_A+\rho_B-\rho_0|\ \ge\ 2Q,\qquad Q=\int(\rho_B-\rho_0)_+ .
\label{eq:Q}
\end{equation}
For $N_A=N_B=2$ and $\rho_A=\rho_B>0$ everywhere, the exact $T_s^{\rm nad}$ is positive.

The closing list also covers a two-electron lattice model with an admissible $\rho_B=(0.5+0.3\tanh x)\rho_0$ and a Gaussian $\rho_B$ violating \eqref{eq:cond}. For the Gaussian, with exact $T_s$, the density error was $1.33$ times $2Q$; in the list's line on $\rho_A=0$, "mu" is the multiplier of that constrained minimum. "lam" is the strength $\lambda$ of a perturbation $\lambda e^{-(x-0.7)^2}$ in a four-electron test.

\subsection{Non-negativity is not enough}

Condition \eqref{eq:cond} makes $\rho_0-\rho_B$ non-negative with integral $N_A$. To be a member of the search it must also have finite $T_s$, and by \eqref{eq:vW} this requires
\begin{equation}
\int|\nabla\sqrt{\rho_0-\rho_B}\,|^2<\infty .
\label{eq:H1}
\end{equation}
Condition \eqref{eq:H1} is also sufficient for membership. Let $\rho_A$ satisfy it, let $\bar\rho(x)=\int\rho_A\,dy\,dz$ and $f(x)=(2\pi/N_A)\int_{-\infty}^x\bar\rho\,dx'$, which runs from $0$ to $2\pi$, and take the Harriman orbitals $\phi_k=\sqrt{\rho_A/N_A}\,e^{ikf(x)}$, $k=1,\dots,N_A$. Their squared moduli add up to $\rho_A$. Their overlaps are $N_A^{-1}\int\bar\rho\,e^{i(k-l)f}dx=(2\pi)^{-1}\int_0^{2\pi}e^{i(k-l)f}df=\delta_{kl}$, because $df=(2\pi/N_A)\bar\rho\,dx$. Modulus and phase contribute separately to $|\nabla\phi_k|^2$, so
\begin{equation}
T=T_W[\rho_A]+\frac1{2N_A}\Big(\sum_kk^2\Big)\Big(\frac{2\pi}{N_A}\Big)^2\int\bar\rho^{\,3}dx .
\end{equation}
The last integral is finite if $\bar\rho$ is bounded, since $\int\bar\rho^{\,3}\le N_A\max\bar\rho^{\,2}$. It is bounded, because $\bar\rho(x)=\int_{-\infty}^x\!dx'\!\int\!dy\,dz\;2\sqrt{\rho_A}\,\partial_x\sqrt{\rho_A}\le2\sqrt{N_A}\sqrt{2T_W}$ by Cauchy-Schwarz. Conditions \eqref{eq:cond} and \eqref{eq:H1} together are thus necessary and sufficient for $\rho_0-\rho_B$ to be a minimizer with $E_{\rm FDE}=E_0$.

A linear zero violates \eqref{eq:H1}. Take $\rho_A=xe^{-x}$ for $x>0$ and zero for $x<0$, normalized to one electron. The matching $\rho_B$ has a kink at $x=0$ but is positive there, so its own $T_W$ has no divergence at that point. For $\rho_A$ the integrand $\rho_A'^2/(8\rho_A)=(1-x)^2e^{-x}/(8x)$ behaves as $1/(8x)$ and the integral diverges logarithmically. On a grid of step $h$, $T(h)=\frac1{2h}\sum_j(\sqrt{\rho_{j+1}}-\sqrt{\rho_j})^2$; near the origin $\rho_j\approx jh$, the step cancels, and the terms are $\frac12(\sqrt{j+1}-\sqrt j)^2\approx1/(8j)$. About $1/h$ such terms lie below $x\sim1$, so $T(h)\approx\frac18\ln(1/h)+{\rm const}$, and halving $h$ adds $(\ln2)/8=0.08664$ Ha to leading order. The program finds $0.08671$ Ha, within $0.1\%$ of that value. For such a $\rho_B$, $E_0$ is at best an infimum that no $\rho_A$ attains.

A finite embedding potential asks for more, namely that $\rho_0-\rho_B$ be a ground-state density of a finite $v_s$. Let $A$ have one spatial orbital and let $\rho_B$ come close to $\rho_0$ at a point, $\rho_A=\eta+cx^2$ near $x=0$ in one dimension. With $\phi\propto(\eta+cx^2)^{1/2}$,
\begin{equation}
\phi'\propto\frac{cx}{(\eta+cx^2)^{1/2}},\qquad
\phi''\propto\frac{c(\eta+cx^2)-c^2x^2}{(\eta+cx^2)^{3/2}}=\frac{c\eta}{(\eta+cx^2)^{3/2}},
\end{equation}
and the orbital equation gives
\begin{equation}
v_s[\rho_A]-\varepsilon=\frac{\phi''}{2\phi}=\frac{c\eta}{2(\eta+cx^2)^2}.
\end{equation}
This is a barrier of height $c/(2\eta)$. Substituting $x=\sqrt{\eta/c}\,\tan\theta$ turns $\int dx\,(\eta+cx^2)^{-2}$ into $\eta^{-2}\sqrt{\eta/c}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac\pi2\eta^{-3/2}c^{-1/2}$, and multiplying by $c\eta/2$ gives the area $\frac\pi4\sqrt{c/\eta}$. For $c=1$ in atomic units, finite differences of $\phi$ give height $50.00$ Ha and area $7.854$ Ha bohr at $\eta=0.01$, and $199.98$ Ha and $15.708$ Ha bohr at $\eta=0.0025$; the formulas give $1/0.02=50$, $\frac\pi4\times10=7.854$, $1/0.005=200$ and $\frac\pi4\times20=15.708$. The barrier belongs to $v_t^{\rm nad}$ through \eqref{eq:vtexact}, since $v_s[\rho_0]$ is smooth there. As $\eta\to0$ both height and area diverge, so the limit is stronger than any delta function of finite strength, while $T_W$ stays finite locally, $(\sqrt{\rho_A})'^2\to c$.

At $\eta=0$ no bounded potential has $\rho_A$ as its ground-state density. The function $|x|$ has a kink, whereas $\phi''=2(v_s-\varepsilon)\phi$ with bounded $v_s$ makes $\phi'$ continuous. The smooth alternative $\phi\propto x$ cannot be a ground state, because $|\phi|$ has the same energy, would be a ground state as well, and has the forbidden kink. This case occurs when $\rho_B$ is built from all occupied orbitals of the whole system but one with a node: \eqref{eq:cond} and \eqref{eq:H1} hold and $E_{\rm FDE}=E_0$, yet the exact $v_{\rm emb}$ is singular on the nodal surface.

\subsection{A molecule: H$^-$ in frozen BeH$^+$}

Linear BeH$_2$ is placed on the $z$ axis with Be at the origin and the protons at $\pm2.5$ bohr, roughly the equilibrium distance. The level of theory is the local density approximation (Slater exchange with VWN5 correlation) in the cc-pVDZ basis, 24 functions, all available to both parts. Subsystem $A$ is the proton at $z=-2.5$ bohr with two electrons. The frozen $\rho_B$ is the self-consistent density of BeH$^+$, four electrons. The nonadditive kinetic energy is taken from $T_{TF}$; for a cut through a chemical bond this is a crude choice, and the example shows the structure of the method, not its best accuracy.

With $\phi=\sum_\nu c_\nu\chi_\nu$ and $\rho_A=2\phi^2$, the change $c\to c+sd$ gives $d\rho_A/ds=4\phi\sum_\nu d_\nu\chi_\nu$, so a term $X$ of the energy with potential matrix $V_X$ has slope $4\,d^{\rm T}V_Xc$. The program tests this at the hydrogen-atom orbital along a random direction $d$. Finite differences of the energy terms give $-1.094038$ Ha for the electrostatic coupling, $-0.048021$ Ha for $E_{xc}^{\rm nad}$, $+0.311601$ Ha for $T_s^{\rm nad}$ and $-0.419289$ Ha for the total energy, and the matrices of $v_{es}$, $v_{xc}^{\rm nad}$, $v_t^{\rm nad}$ and the full operator of \eqref{eq:KSCED} reproduce all four at these digits. At the solution the energy is tested to be stationary along three further directions that conserve the norm, and $\phi$ is tested to carry the lowest eigenvalue of the embedded operator, $-0.3131$ Ha; the next is $-0.0197$ Ha.

The split \eqref{eq:split}, with nuclear repulsion added, reads in hartree
\begin{align}
E_{\rm FDE}&=E_A+E_B+E_{nn}^{AB}+E_{es}+E_{xc}^{\rm nad}+T_s^{\rm nad}\nonumber\\
&=-0.356082-14.708727+1.800000-2.568633-0.073871+0.213507\nonumber\\
&=-15.693806 .
\end{align}
The six decimals serve the addition only, and the terms are not converged in the basis: in cc-pVTZ $T_s^{\rm nad}$ rises from $0.21$ to $0.34$ Ha and the two eigenvalues move to $-0.321$ and $-0.028$ Ha, while $\phi$ takes on more core character. Here $E_A$ is the energy of the embedded $\rho_A$ in the field of its own proton, $E_B$ includes the Be-H repulsion within $B$, and $E_{nn}^{AB}=4/2.5+1/5.0=1.8$. The electronic coupling $E_{es}$ is $\int v_{es}\rho_A+\int v_A\rho_B$. The first piece is twice the orbital expectation value, $2\times(-0.64615)=-1.2923$, which leaves $\int v_A\rho_B=-2.5686+1.2923=-1.2763$.

For the nonadditive terms the energy is not $\int v\rho_A$. For explicit functionals such as $T_{TF}$ and the local $E_{xc}$, which are defined for any electron number and vanish at zero density, scale $\rho_A\to\lambda\rho_A$: the function $X[\lambda\rho_A+\rho_B]-X[\lambda\rho_A]$ equals $X[\rho_B]$ at $\lambda=0$ and has derivative $\int v_X^{\rm nad}[\lambda\rho_A,\rho_B]\,\rho_A$, so
\begin{equation}
X^{\rm nad}=\int_0^1d\lambda\int v_X^{\rm nad}[\lambda\rho_A,\rho_B]\,\rho_A .
\end{equation}
The Thomas-Fermi potential \eqref{eq:TF} decreases with $\rho_A$, its derivative being $\frac{10}9C_F[(\rho_A+\rho_B)^{-1/3}-\rho_A^{-1/3}]<0$. The value at $\lambda=1$ is the smallest on the path and $T_s^{\rm nad}$ must exceed $\int v_t^{\rm nad}\rho_A$. The numbers agree: $0.2135>2\times0.09745=0.1949$.

Far away, $v_{es}$ must be the field of a unit positive charge. For charges $q_k$ at heights $z_k$ seen from $z=-L$ on the axis, $1/|\mathbf r-\mathbf r_k|=1/L-z_k/L^2+\dots$, so $L\,v_{es}=-q+p/L$ with total charge $q=1$ and dipole $p=\sum q_kz_k$ about Be. At $L=200$ bohr the program finds $-1.0042$ Ha bohr; the monopole limit is tested, and the remainder corresponds to $p\approx-0.0042\times200\approx-0.8$ in atomic units if higher multipoles are neglected.

Three points on the axis show the parts of $v_{\rm emb}$, with densities in bohr$^{-3}$ and potentials in hartree. At the proton of $A$, $z=-2.5$, $\rho_A=0.29090$ and $\rho_B=0.00059$; $v_{es}=-0.5237$, $v_{xc}^{\rm nad}=-0.0005$, $v_t^{\rm nad}=0.0029$. The small-$\rho_B$ limit gives $\frac{10}9\times2.871\times0.00059\times0.2909^{-1/3}=3.190\times0.00059\times1.509=0.0028$, equal to the printed value within the two figures of $\rho_B$. At mid-bond, $z=-1.25$, the parts are $-1.2158$, $-0.0087$ and $0.0358$, and the sum $-1.1887$ is still electrostatic to within about $2\%$ of $v_{es}$. Inside the Be core, $z=-0.3$, $\rho_A=0.02866$ and $\rho_B=3.47623$, so $\rho=3.50489$ and
\begin{equation}
v_t^{\rm nad}=4.7854\times\big(3.50489^{2/3}-0.02866^{2/3}\big)=4.7854\times(2.3074-0.0937)=10.593 .
\end{equation}
The attractive parts add to $-7.7035-1.2342=-8.9377$, and the kinetic part turns the sum into $+1.656$. The sum is positive only in a shell: on the axis it is $+2.6$ at $z=-0.2$, but $-0.7$ at $z=-0.5$ and $-5.0$ at $z=-0.1$, where the finite potential \eqref{eq:TF} loses against $-4/r$. The sign of $v_{xc}^{\rm nad}$ at all three points is that of its exchange part, $-(3/\pi)^{1/3}[\rho^{1/3}-\rho_A^{1/3}]\le0$, the scaling form with the negative coefficient of Slater exchange.

That the kinetic term is what keeps $A$ largely out of the core is tested by repeating the minimization without $T_s^{\rm nad}$. The squared overlap of $\phi$ with the core orbital of BeH$^+$ rises from $0.036$ to $0.919$, and the energy falls to $-19.609$ Ha, which is $3.960$ Ha ($107.8$ eV) below the Kohn-Sham energy of the molecule (in cc-pVTZ the overlaps are $0.062$ and $0.937$ and the drop is $4.14$ Ha). Four electrons then occupy nearly the same spatial orbital with no nonadditive kinetic cost. This resembles the case $N_A=N_B=2$, $\rho_A=\rho_B>0$, for which the exact $T_s^{\rm nad}$ was shown to be positive.

The frozen density violates \eqref{eq:cond}. At $z=-0.3$, $\rho_0-\rho_B=3.45096-3.47623=-0.02527$, with $\rho_0$ the Kohn-Sham density of BeH$_2$ in the same basis, and over all space $Q=0.0560$ electrons. No kinetic functional can bring the density error below $2Q=0.1120$ electrons with this $\rho_B$. The error found is $0.6455$ electrons, $5.8$ times the bound and $11\%$ of the six electrons. These values belong to the basis: in cc-pVTZ $Q=0.062$, the error is $0.81$ electrons, $6.5$ times the bound, and the densities at the proton rise by $12$ to $14\%$. Locally, $\rho_A+\rho_B=0.29149$ at the proton is $11\%$ below $\rho_0=0.32918$, $0.09189$ at mid-bond is $8\%$ below $0.10017$, and $3.50489$ in the core is $1.6\%$ above $3.45096$. The calculation does not divide the excess over the bound between the constraint and the functional, and the lattice model shows that an exact $T_s$ can exceed the bound too. That most of the excess comes from Thomas-Fermi is a conjecture; the factor $1.33$ of the model belongs to one frozen density and does not carry over to the molecule.

The energy lies on the side that \eqref{eq:bound} seems to forbid:
\begin{equation}
E_{\rm FDE}-E_{KS}=-15.693806+15.649348=-0.0445\ \text{Ha}=-1.21\ \text{eV}.
\end{equation}
There is no contradiction. The quantity minimized contains $T[\phi]+T_s[\rho_B]+T_{TF}[\rho]-T_{TF}[\rho_A]-T_{TF}[\rho_B]$, which depends on $\rho_A$ and $\rho_B$ separately and so breaks the transfer symmetry \eqref{eq:transfer} on which \eqref{eq:bound} rests. A second caution concerns the reference. With the exact $T_s$ the floor is the complete-basis minimum of the same functional, which lies below the cc-pVDZ value $E_{KS}$ by at least $0.009$ Ha (cc-pVTZ gives $-15.6585$ Ha), and the difference itself is not converged, reaching $-0.068$ Ha in cc-pVTZ, so the $0.0445$ Ha cannot be read directly as the error of $T_s^{\rm nad}$. With an approximate kinetic functional, a lower $E_{\rm FDE}$ therefore does not show that a frozen density is better, whereas $Q$ limits the density for any functional.

\section*{Values computed for the example and the checks}
\begin{verbatim}
1D model: h = 0.20 bohr, 71 points, charges at +-1 bohr, softening 1 bohr
1D E0 = -1.85329245 Ha, mu = -0.60764291 Ha, max rho0 = 0.5966 /bohr
4 electrons: dTs/dlam = -0.2553200 Ha, -int v_s drho/dlam = -0.2553200 Ha
1D d(E-EA): finite diff -0.03328995 Ha, int v_emb drho -0.03328995 Ha
admissible, embedded SCF: E = -1.85329245 Ha, eps = -0.60764291 Ha
admissible: int|rho-rho0| = 2.7e-15 e, Ts_nad = -0.035939 Ha
violating Gaussian: sigma = 0.4 bohr at x = 1, max rhoB = 0.9974 /bohr
violating: int(rhoB-rho0)+ = 0.33523 e, int|rho-rho0| = 0.89355 e, bound 0.67045 e
violating: E_FDE = -1.694771 Ha, E_FDE-E0 = 0.158522 Ha, multiplier = -0.781512 Ha
rhoA = 0 on x = 0.8..1.2 bohr (3 points), dE/drho-mu there 0.2007..1.6212 Ha
linear zero: T(h/2)-T(h) = 0.08671 Ha, ln2/8 = 0.08664 Ha
touching, c = 1.0, eta = 0.01: barrier 50.00 Ha, area 7.854 Ha bohr
touching, c = 1.0, eta = 0.0025: barrier 199.98 Ha, area 15.708 Ha bohr
BeH2: R = 2.5 bohr, 24 AOs, C_F = 2.871234, Enn = 3.400000 Ha
slope es: finite diff -1.0940378 Ha, from potential -1.0940378 Ha
slope xc: finite diff -0.0480211 Ha, from potential -0.0480211 Ha
slope kin: finite diff 0.3116012 Ha, from potential 0.3116012 Ha
slope tot: finite diff -0.4192886 Ha, from potential -0.4192887 Ha
E_KS(BeH2) = -15.649348 Ha, E_B(BeH+) = -14.708727 Ha, E_A = -0.356082 Ha
E_es(elec) = -2.568633 Ha, Enn(A-B) = 1.800000 Ha
Exc_nad = -0.073871 Ha, Ts_nad(TF) = 0.213507 Ha
E_FDE = -15.693806 Ha, E_FDE-E_KS = -0.044458 Ha = -1.210 eV
embedded eigenvalues: -0.31305, -0.01966 Ha
<phi|v|phi>: es -0.64615, xc -0.02696, kin 0.09745 Ha
far field: |z| v_es at z = -200 bohr = -1.0042 Ha bohr
z = -2.5 bohr: rhoA 0.29090, rhoB 0.00059, rho0 0.32918 /bohr^3
   v_es -0.5237, v_xc_nad -0.0005, v_t_nad 0.0029, sum -0.5213 Ha
z = -1.25 bohr: rhoA 0.08688, rhoB 0.00501, rho0 0.10017 /bohr^3
   v_es -1.2158, v_xc_nad -0.0087, v_t_nad 0.0358, sum -1.1887 Ha
z = -0.3 bohr: rhoA 0.02866, rhoB 3.47623, rho0 3.45096 /bohr^3
   v_es -7.7035, v_xc_nad -1.2342, v_t_nad 10.5935, sum 1.6558 Ha
BeH2 N on grid: A 2.0000, B 4.0000, total KS 6.0000 e
BeH2 int(rhoB-rho0)+ = 0.0560 e, bound 0.1120 e, int|rho-rho0| = 0.6455 e
squared overlap with Be core orbital: with Ts_nad 0.0356, without 0.9191
without Ts_nad: E = -19.60943 Ha, E-E_KS = -3.96008 Ha = -107.76 eV
\end{verbatim}
